# Temporal-Gauge Quantization, the Gauss Operator and Its Non-Normalizable Null States, part 1

(Sections cited here and not found follow in the second part.)

## 1. The Gauss operator and the transformations it generates

Suppose the electromagnetic field is quantized with $A_0=0$, and the resulting Hamiltonian is minimized for two fixed charges without any further condition. The lowest longitudinal field energy is then zero, whatever the distance between the charges: the Coulomb interaction has disappeared. The missing condition is Gauss's law. Imposing it on the states restores the interaction but creates a second difficulty. The states that satisfy it have infinite norm in the original inner product, so expectation values computed with that product are undefined and can lead to contradictions such as $ik=0$. Both difficulties are traced here to one operator, and the inner product that removes the second is constructed.

### Conventions and the Hamiltonian

Hartree atomic units are used: $\hbar=e=m_e=1$, $4\pi\epsilon_0=1$, and $c$ is the inverse fine-structure constant. The charges $q_j$, with masses $m_j$, positions $\mathbf r_j$ and momenta $\mathbf p_j$, are nonrelativistic. Space is a cube of volume $V$ with periodic boundary conditions. A finite set of Fourier modes is retained, containing $-\mathbf k$ whenever it contains $\mathbf k$, and every gauge function $\lambda$ is built from these modes. The state space is then an ordinary space of square-integrable functions. Delta functions and functional derivatives below are understood within this mode set.

Before a gauge is chosen, the fields are

$$
\mathbf E=-\nabla A_0-\dot{\mathbf A},\qquad \mathbf B=\nabla\times\mathbf A ,
$$

and the Lagrangian is

$$
L=\frac1{8\pi}\int d^3x\,(\mathbf E^2-c^2\mathbf B^2)
+\sum_j\left[\frac{m_j\dot{\mathbf r}_j^2}{2}+q_j\dot{\mathbf r}_j\cdot\mathbf A(\mathbf r_j)-q_jA_0(\mathbf r_j)\right].
$$

A variation of $A_0$ changes $\mathbf E$ by $-\nabla\delta A_0$. With $\rho(\mathbf x)=\sum_jq_j\delta(\mathbf x-\mathbf r_j)$,

$$
\delta L=-\frac1{4\pi}\int d^3x\,\mathbf E\cdot\nabla\delta A_0-\int d^3x\,\rho\,\delta A_0
=\int d^3x\,\delta A_0\left(\frac{\nabla\cdot\mathbf E}{4\pi}-\rho\right).
$$

The last form follows by partial integration; periodicity removes the boundary term. Stationarity under this variation is Gauss's law. If $A_0$ is set to zero first, the variation is no longer available and the law is lost from the equations of motion.

The gauge itself can be reached from any smooth potentials. The transformation

$$
\mathbf A\to\mathbf A+\nabla\lambda,\qquad A_0\to A_0-\dot\lambda
$$

leaves $\mathbf E$ and $\mathbf B$ unchanged, and $\lambda(\mathbf x,t)=\int_0^tA_0(\mathbf x,t')\,dt'$ makes the new $A_0$ vanish. Afterwards $A_0=0$ is preserved when $\dot\lambda=0$, so time-independent gauge functions remain free.

With $A_0=0$ we have $\mathbf E=-\dot{\mathbf A}$, and the canonical momenta are

$$
\boldsymbol\Pi=\frac{\delta L}{\delta\dot{\mathbf A}}=\frac{\dot{\mathbf A}}{4\pi}=-\frac{\mathbf E}{4\pi},\qquad
\mathbf p_j=m_j\dot{\mathbf r}_j+q_j\mathbf A(\mathbf r_j).
$$

The minus sign between $\boldsymbol\Pi$ and $\mathbf E$ fixes several later signs. The electric part of the Hamiltonian is

$$
\boldsymbol\Pi\cdot\dot{\mathbf A}-\frac{\dot{\mathbf A}^2}{8\pi}
=4\pi\boldsymbol\Pi^2-2\pi\boldsymbol\Pi^2=2\pi\boldsymbol\Pi^2 .
$$

For the particles, the velocity-dependent coupling cancels in the Legendre transformation and leaves the kinetic energy. Therefore

$$
H=\int d^3x\left[2\pi\boldsymbol\Pi^2+\frac{c^2}{8\pi}(\nabla\times\mathbf A)^2\right]
+\sum_j\frac{[\mathbf p_j-q_j\mathbf A(\mathbf r_j)]^2}{2m_j}.
$$

There is no Coulomb potential in $H$. The square in the last term must be kept as an operator square, because the longitudinal part of $\mathbf A(\mathbf r_j)$ does not commute with $\mathbf p_j$.

All three components of $\mathbf A$ are independent coordinates, so the field commutator carries the full delta function and not its transverse part:

$$
[A_i(\mathbf x),\Pi_l(\mathbf y)]=i\delta_{il}\delta(\mathbf x-\mathbf y),\qquad
\Pi_l(\mathbf y)=-i\frac{\delta}{\delta A_l(\mathbf y)} .
$$

### The generator

Define the Gauss operator as the quantity that Gauss's law sets to zero:

$$
G(\mathbf x)=\frac{\nabla\cdot\mathbf E}{4\pi}-\rho=-\nabla\cdot\boldsymbol\Pi-\rho .
$$

Integrated against a real periodic function $\lambda$, it becomes

$$
G[\lambda]=\int d^3x\,\lambda(-\nabla\cdot\boldsymbol\Pi-\rho)
=\int d^3x\,\nabla\lambda\cdot\boldsymbol\Pi-\sum_jq_j\lambda(\mathbf r_j).
$$

The first term contains the field momentum and the second contains particle positions. They commute with each other. For the same reason $[G[\lambda],G[\mu]]=0$ for any two gauge functions, so the constraints at different points can be imposed together.

The commutators with the coordinates that change are

$$
[A_i(\mathbf x),G[\lambda]]
=\int d^3y\,\partial_l\lambda(\mathbf y)\,[A_i(\mathbf x),\Pi_l(\mathbf y)]
=i\partial_i\lambda(\mathbf x),
$$

$$
[\mathbf p_j,G[\lambda]]=-q_j[\mathbf p_j,\lambda(\mathbf r_j)]
=-q_j(-i\nabla\lambda(\mathbf r_j))=iq_j\nabla\lambda(\mathbf r_j).
$$

Let $U=\exp(iG[\lambda])$. For an operator $O$,

$$
UOU^\dagger=O+i[G[\lambda],O]+\frac{i^2}{2}[G[\lambda],[G[\lambda],O]]+\cdots .
$$

For $O=A_i$ the first commutator is an ordinary function. For $O=\mathbf p_j$ it depends on particle positions alone, which commute with $G[\lambda]$. The series therefore stops after the linear term in both cases. Since $i[G,O]=-i[O,G]$,

$$
U\mathbf A(\mathbf x)U^\dagger=\mathbf A(\mathbf x)+\nabla\lambda(\mathbf x),\qquad
U\mathbf p_jU^\dagger=\mathbf p_j+q_j\nabla\lambda(\mathbf r_j).
$$

This is a gauge transformation of the field together with the matching change of the particle momenta.

On wavefunctions, the field part of $U$ is the translation operator $\exp(\int\nabla\lambda\cdot\delta/\delta\mathbf A)$, and the particle part is a phase:

$$
(U\Psi)[\mathbf A,\{\mathbf r_j\}]
=\exp\left[-i\sum_jq_j\lambda(\mathbf r_j)\right]\Psi[\mathbf A+\nabla\lambda,\{\mathbf r_j\}].
$$

A test of this formula for one longitudinal coordinate compared the matrix exponential of the generator in an oscillator basis with the shift and phase. The largest difference on the sampled points was $2\times10^{-16}$ a.u., at the level of rounding.

An extended charge with a fixed profile $f$ needs one change. The value $\lambda(\mathbf r_j)$ is replaced by the average $\int f(\mathbf x-\mathbf r_j)\lambda(\mathbf x)\,d^3x$, and $\mathbf A(\mathbf r_j)$ by the same average of $\mathbf A$. By partial integration, the gradient of the averaged $\lambda$ with respect to $\mathbf r_j$ is the average of $\nabla\lambda$. The two replacements thus remain matched.

### Conservation, and what an unconstrained state contains

Each ingredient of $H$ is invariant under a static transformation:

- $\boldsymbol\Pi$ is unchanged because $G[\lambda]$ contains no $\mathbf A$.
- $\nabla\times\mathbf A$ is unchanged because $\nabla\times\nabla\lambda=0$.
- The kinetic momentum is unchanged because its two shifts cancel:

$$
U[\mathbf p_j-q_j\mathbf A(\mathbf r_j)]U^\dagger
=\mathbf p_j+q_j\nabla\lambda-q_j\mathbf A-q_j\nabla\lambda
=\mathbf p_j-q_j\mathbf A(\mathbf r_j).
$$

Hence $UHU^\dagger=H$. Replacing $\lambda$ by $\epsilon\lambda$ and taking the term linear in $\epsilon$ gives

$$
[H,G[\lambda]]=0\qquad(\dot\lambda=0).
$$

The charge density is essential here. Since $-\nabla\cdot\boldsymbol\Pi=G+\rho$, the field part alone obeys

$$
\frac{d}{dt}(-\nabla\cdot\boldsymbol\Pi)=i[H,G+\rho]=i[H,\rho]=\dot\rho ,
$$

which is nonzero when charges move. A symbolic test used one moving charge, one longitudinal pair of coordinates and one transverse coordinate. The complete Gauss components commuted with $H$, while the field part did not.

Conservation does not make $G$ vanish. If a state has the definite value $G(\mathbf x)=g(\mathbf x)$, then

$$
\nabla\cdot\mathbf E=4\pi(\rho+g),
$$

and $g$ does not change in time. Such a state describes the chosen charges in the presence of an additional static charge density $g$. The Hamiltonian contains all these sectors. For fixed charges its longitudinal electric energy is lowest when $\boldsymbol\Pi_L=0$, which implies $g=-\rho$: the extra density neutralizes every charge locally. This explains the vanished Coulomb interaction. The sector of ordinary electrodynamics is selected by

$$
G(\mathbf x)\Psi=0 .
$$

Because $G$ commutes with $H$, a state that starts in this sector stays there under the exact evolution. An approximation to $H$ keeps this protection only if $[H,G]\Psi=0$ for every state with $G\Psi=0$. A term such as $G[\lambda]\,f(\mathbf A)\,G[\lambda]$ can break the operator identity $[H,G]=0$ and still meet this weaker condition, because it annihilates such states. An approximation that violates the weaker condition carries the state out of the sector.

### Why the gauge function must be static

Let $\lambda$ depend on time. The operators $G[\lambda]$ and $G[\dot\lambda]$ commute, so the exponential can be differentiated as an ordinary one: $\dot U=iG[\dot\lambda]U$. If $i\dot\Psi=H\Psi$, then

$$
i\frac{d}{dt}(U\Psi)=i\dot U\Psi+UH\Psi
=-G[\dot\lambda]U\Psi+HU\Psi .
$$

The last step uses $UH=HU$, which holds at each instant. The transformed state obeys

$$
i\frac{d}{dt}(U\Psi)=(H-G[\dot\lambda])U\Psi .
$$

To identify the extra term, repeat the Legendre transformation with a prescribed $A_0$. Now $\boldsymbol\Pi=(\dot{\mathbf A}+\nabla A_0)/(4\pi)$, so $\dot{\mathbf A}=4\pi\boldsymbol\Pi-\nabla A_0$. The terms added to $H$ are

$$
-\int d^3x\,\boldsymbol\Pi\cdot\nabla A_0+\sum_jq_jA_0(\mathbf r_j)=-G[A_0].
$$

The transformed state therefore evolves with the scalar potential $A_0=+\dot\lambda$. The plus sign is consistent with the earlier rule. The operator $U\mathbf AU^\dagger$ is shifted by $+\nabla\lambda$, but the expectation value of $\mathbf A$ in the state $U\Psi$ is that of $U^\dagger\mathbf AU=\mathbf A-\nabla\lambda$. The state undergoes the gauge transformation with function $-\lambda$, for which $A_0$ changes by $+\dot\lambda$.

On the full state space, preservation of the $A_0=0$ evolution thus requires every nonconstant mode of $\lambda$ to be static. A spatially constant $\dot\lambda$ only adds the number $\dot\lambda\sum_jq_j$ to the Hamiltonian, which changes the overall phase of the state. On states obeying $G\Psi=0$ the extra term vanishes for any time dependence, because $U\Psi=\Psi$ there.

The time-dependent relation was tested at one configuration for a trial wavefunction that does not satisfy the constraint. The test compared $(i\partial_t-H)U\Psi$ with $U(i\partial_t-H)\Psi$. For static $\lambda$ they agreed to rounding. For moving $\lambda$ they differed by 0.377 a.u., and adding $G[\dot\lambda]U\Psi$ to the first expression restored agreement to rounding.

## 2. Null states, their norm and the physical inner product

The symbols carried over are these. In the gauge $A_0=0$, the field $\mathbf A$ has the momentum $\boldsymbol\Pi=-\mathbf E/(4\pi)$, and $H$ contains the electric energy $2\pi\int\boldsymbol\Pi^2d^3x$ but no Coulomb potential. The Gauss operator is $G=-\nabla\cdot\boldsymbol\Pi-\rho$. For static $\lambda$, the operator $U=\exp(iG[\lambda])$ shifts the argument $\mathbf A$ of a wavefunction by $\nabla\lambda$, multiplies it by a phase depending on particle positions, and commutes with $H$. Physical states obey $G\Psi=0$, hence $U\Psi=\Psi$. Atomic units, the periodic cube and the finite mode set remain in force.

The Gauss operator $G$ has been shown to generate the static gauge transformations and to be conserved, and the condition $G\Psi=0$ to select the sector of ordinary electrodynamics. It remains to show why the states obeying this condition have infinite norm in the original inner product, and to construct the physical inner product and the Hamiltonian that acts with it, in which the Coulomb energy reappears.
